Fastest-growing and marginal wavelengths of a stressed solid-phase-epitaxy interface

**What scaling and symmetry fix**

A crystal grows upward into an amorphous layer of the same substance. Their interface is y = h(x,t), with the crystal below, measured in a frame that moves with the mean growth. Along x the crystal carries a uniform stress σ0, counted positive in tension. How fast does a weak corrugation h = ε cos kx grow or decay?

To first order in ε, the change of stress at the interface is proportional to σ0 and to h. The ratio δσ/(σ0h) is an inverse length. If the crystal is deep and the amorphous layer exerts no traction, the elastic problem contains no length except 1/k, so

 δσ = −Ckσ0h, k > 0,

with C a pure number. A mobility that responds to stress therefore changes the growth rate in proportion to k. Interface energy acts through the local curvature, which to first order is the second derivative of h and gives k². Hence

 dε/dt = s(k)ε, s(k) = Ak − Bk². (1)

Here A is a velocity and B a velocity times a length. The only length they form is B/A, so every characteristic wavelength is a number times B/A. For A > 0 and B > 0, the claim is that the fastest-growing wavelength λ* is twice the marginal wavelength λ0, at which s = 0. Scaling does not give the sign of A, the number C or the factor two.

**The rate law**

Let v_n be the velocity of the interface along its normal, σ_t the stress along the interface and σ_zz the stress along its straight direction z. Take

 v_n = M0 exp[V(σ_t + σ_zz)/k_BT] [1 − exp(−g/k_BT)]. (2)

The exponential prefactor is the mobility, and V is an activation volume, equal for the two in-plane directions. With V > 0, compression slows growth. The last bracket is the net forward fraction of atomic transfers when crystallizing one atom releases the free energy

 g = g0 − Ω(w − w0) − Ωγκ. (3)

Here Ω is the atomic volume, w the elastic energy density of the crystal at the interface, γ the interface energy and κ the curvature, positive on a crest. The flat, loaded interface has w = w0, g = g0 and velocity v̄. New crystal is assumed to grow coherently, taking over the strain of the crystal below. The amorphous layer is assumed to have relaxed, and M0 and γ not to depend on orientation.

**First derivation: one Fourier mode**

The normal to the interface is parallel to (−h', 1), where h' = ∂h/∂x. Zero traction requires

 −h'σ_xx + σ_xy = 0, −h'σ_xy + σ_yy = 0.

The flat state has σ_xx = σ0 and no other stress. To first order, the perturbation therefore obeys, at y = 0,

 σ_xy = σ0h' = −σ0kε sin kx, σ_yy = 0. (4)

The crystal is taken as isotropic and the perturbation as plane strain. An Airy function χ with ∇⁴χ = 0 then gives equilibrium and compatible strains, through

 σ_xx = ∂²χ/∂y², σ_yy = ∂²χ/∂x², σ_xy = −∂²χ/∂x∂y.

The solutions of this period that decay downward are χ = (a + by)e^{ky} cos kx. At y = 0, σ_yy = −k²a cos kx, so a = 0. The shear stress is then

 σ_xy = bk(1 + ky)e^{ky} sin kx,

and (4) gives b = −σ0ε. Differentiating twice in y,

 σ_xx = b(2k + k²y)e^{ky} cos kx.

At the interface this is

 δσ_t = −2kσ0h, (5)

so C = 2. The load is relieved at crests and concentrated in troughs, in tension and in compression alike.

In plane strain δσ_zz = ν(δσ_xx + δσ_yy) = νδσ_t at the interface, where ν is Poisson's ratio. The logarithm of the mobility changes by V_eff δσ_t/k_BT, with V_eff = V(1+ν).

The elastic energy changes by δw = σ0δε_xx, because σ_xx is the only stress in the flat state. Hooke's law gives

 δε_xx = (δσ_t − νδσ_zz)/E = (1 − ν²)δσ_t/E,

with E Young's modulus, so δw = (1 − ν²)σ0δσ_t/E. The curvature is κ = −h'' = k²h. From (3) and (5),

 δg = 2kΩ(1 − ν²)σ0²h/E − Ωγk²h.

The driving term in (2) changes logarithmically by

 δ ln[1 − exp(−g/k_BT)] = φδg/k_BT, φ = 1/[exp(g0/k_BT) − 1].

The vertical velocity is v_n(1 + h'²)^{1/2}, which differs from v_n only at second order in the slope. Adding the two logarithmic changes and multiplying by v̄ gives ∂h/∂t = (Ak − Bk²)h with

 A = (2v̄/k_BT)[−σ0V_eff + φΩ(1 − ν²)σ0²/E], (6)
 B = v̄φΩγ/k_BT. (7)

The first term of A shows the mechanism. For V > 0 and σ0 < 0, a trough is more compressed than the mean and grows more slowly, while a crest is less compressed and grows faster. The corrugation deepens. Under tension the trough grows faster and fills. The second term of A amplifies for either sign of σ0, because a trough stores more elastic energy and so has less drive to grow.

The marginal point with k > 0 follows from Ak − Bk² = 0:

 k0 = A/B, λ0 = 2πB/A.

At the maximum, ds/dk = A − 2Bk = 0, while d²s/dk² = −2B < 0. Hence

 k* = A/2B = k0/2, λ* = 4πB/A = 2λ0, s* = A²/4B. (8)

Wavelengths shorter than λ0 decay. All longer ones grow, but very long ones grow slowly, because their stress concentration is weak.

**Second derivation: line forces and an arbitrary profile**

The same result follows in real space, without choosing a sinusoid first. By (4), a corrugated free surface acts on the crystal like a flat one that carries the tangential force density σ0h'(x). The response to one line force is needed.

Let a force F per unit length in z act along +x at the origin of the half-space y < 0. With r the distance from the origin and θ the angle from the +x direction, consider

 σ_rr = −(2F/π) cos θ/r, σ_θθ = σ_rθ = 0. (9)

Radial equilibrium requires ∂σ_rr/∂r + σ_rr/r = 0, which a 1/r law satisfies. The strains are compatible because the trace cos θ/r is harmonic. The flat surface is free of traction away from the origin. On a half-circle around the origin, the x force exerted on the enclosed material is

 ∫ σ_rr cos θ r dθ = −(2F/π)(π/2) = −F,

which balances the load. The y force vanishes, since sin θ cos θ integrates to zero over the half-circle. So (9) is the required field.

On the surface it gives σ_xx = −2F/(πx): compression ahead of the force and tension behind it. Just below the surface, σ_xx = σ_rr cos²θ is odd in x, so the point beneath the load adds no local term and the sum over loads is a principal value:

 δσ_t(x) = −(2σ0/π) P∫ h'(x')/(x − x') dx'. (10)

Now let the growth law be any smooth function v_n(σ_t, κ), in which σ_zz and w follow σ_t as in plane strain. Write v_σ and v_κ for its two derivatives at the flat state. For any profile of small slope,

 ∂h/∂t = −(2σ0v_σ/π) P∫ h'(x')/(x − x') dx' − v_κh''. (11)

To find its modes, insert h' = −kε sin kx' and put x' = x − u. The integral becomes

 −kε P∫ [sin kx cos ku − cos kx sin ku]/u du = πkε cos kx,

because cos ku/u is odd and ∫ sin(ku)/u du = π. Equation (10) then returns (5), and (11) gives

 s(k) = −2σ0v_σk + v_κk².

Thus A = −2σ0v_σ and B = −v_κ. For the law (2), differentiation gives

 v_σ = (v̄/k_BT)[V_eff − φΩ(1 − ν²)σ0/E], v_κ = −v̄φΩγ/k_BT,

which reproduces (6) and (7).

The maximum can now be found without calculus. Write

 s(k) = Bk(k0 − k).

The factors k and k0 − k have the fixed sum k0. The identity

 k(k0 − k) = k0²/4 − (k − k0/2)²

shows that their product is largest when they are equal, at k = k0/2. Again λ* = 2λ0. The rate is symmetric about half the marginal wavenumber: the modes k and k0 − k grow equally fast.

The same identity shows how a wavelength emerges from noise. If all modes start with equal mean power, the power after time t is proportional to

 exp[2s(k)t] = exp(2s*t) exp[−2Bt(k − k*)²]. (12)

This is a Gaussian of standard deviation 1/(2√(Bt)), as long as that is well below k*. The peak of this spectrum stays at k* while it narrows. Initial noise with a strong slope in k would shift the peak at early times.

**What each derivation assumes**

Both assume small slopes, a deep isotropic crystal, coherent growth and a traction-free interface without interface stress. The first specifies a microscopic rate law and so predicts A and B from material parameters. The second needs only that the velocity respond smoothly to local stress and curvature. Its coefficients could be measured, and the factor two survives if (2) is replaced by another law of that kind with A and B positive. It also treats any shallow profile at once. The first gives the stress at every depth directly, and extends easily to an anisotropic crystal.

The factor belongs to the pair of powers one and two. If damping were Dk^m with m > 1, the conditions A = Dk0^{m−1} and A = mDk*^{m−1} would give

 λ*/λ0 = k0/k* = m^{1/(m−1)}.

This is 2 for m = 2, 1.73 for m = 3 and 1.59 for m = 4. A measured ratio thus tests the damping law, provided the amplification is linear in k and the amorphous layer exerts negligible traction.

**A worked example**

The following round parameters lie in the regime of amorphous silicon regrowing on (001) silicon. They are rough, and the activation volumes and interface energy are the least certain.

- T = 820 K, so k_BT = 0.07066 eV; v̄ = 0.10 nm/s.
- Ω = 0.020 nm³, V = 0.0030 nm³, g0 = 0.10 eV per atom.
- γ = 0.40 J/m² = 2.497 eV/nm².
- E = 130 GPa, ν = 0.28, σ0 = −0.20 GPa = −1.248 eV/nm³.

These give V_eff = 0.0030 × 1.28 = 0.00384 nm³ and φ = 0.321. The mobility part of A is

 2 × 0.10 × 1.248 × 0.00384/0.07066 = 0.01357 nm/s.

The elastic-energy part is 0.00003 nm/s, about 0.2 percent of the total A = 0.01360 nm/s. The damping coefficient is

 B = 0.10 × 0.321 × 0.020 × 2.497/0.07066 = 0.0227 nm²/s.

Therefore k0 = 0.600 nm⁻¹ and k* = 0.300 nm⁻¹, or

 λ0 = 10.5 nm, λ* = 21 nm (210 Å).

The greatest rate is s* = 2.04 × 10⁻³ s⁻¹. One e-folding takes 490 s, during which 49 nm of crystal grows. The fastest wavelength is about 39 lattice spacings of 0.54 nm, which supports a continuum description along x. In height the description is more doubtful: the amplitude of 0.1 nm used below is less than the spacing of about 0.14 nm between atomic planes parallel to (001).

With the small elastic-energy term dropped,

 λ* ≈ 2πφΩγ/(|σ0|V_eff).

At fixed temperature, driving energy and flat-interface velocity v̄, doubling the compression halves the wavelength and makes s* four times larger. The velocity cancels from λ*, though it sets the time scale. A larger g0 lowers φ, weakens the damping and shortens λ*.

Under tension of the same size, with v̄ kept at 0.10 nm/s, the mode k* decays at 6.1 × 10⁻³ s⁻¹. Formula (6) would make tension amplify only above σ0 = V_effE/[φΩ(1 − ν²)] = 84 GPa. That is more than half of Young's modulus and far outside linear elasticity, so the reversal is formal.

Regrowing a 300 nm layer takes 3000 s and would multiply the amplitude by exp(s*t) ≈ 450. The spectrum (12) would then have a relative width of 0.20. In this example linear theory fails much earlier. An initial amplitude of 0.1 nm has the slope k*ε = 0.03, and it reaches a slope of 0.1 after about 1.2 e-foldings, or 59 nm of growth. By then (12) gives a relative width of nearly one half. From such a start, the linear stage prefers λ* but does not produce a sharply periodic interface.

**Where the factor two fails**

A cubic crystal changes C but not the power of k. Let x, y and z lie along cube axes, and let χ = f(y) cos kx. Compatibility gives

 a₁₁f'''' − (2a₁₂ + a₆₆)k²f'' + a₁₁k⁴f = 0,

with the plane-strain compliances a₁₁ = (1 − ν²)/E, a₁₂ = −ν(1 + ν)/E and a₆₆ = 1/C₄₄. The decaying solutions are exp(β₁ky) and exp(β₂ky), with β₁β₂ = 1 and β₁² + β₂² = (2a₁₂ + a₆₆)/a₁₁. Since σ_yy = 0 at the interface, f = q[exp(β₁ky) − exp(β₂ky)]. The shear condition (4) gives qk²(β₁ − β₂) = −σ0kε, and then δσ_t = qk²(β₁² − β₂²) cos kx. Hence

 C = β₁ + β₂ = [2 + (2a₁₂ + a₆₆)/a₁₁]^{1/2}.

For C₄₄ = 80 GPa this is 1.73 instead of 2. The fastest wavelength rises from 21 to 24 nm, and its ratio to λ0 remains two.

A stiff amorphous layer does change the ratio. Let the crystal be denser by the fraction δ. Mass conservation then requires the amorphous material to move toward the crystal at δ times the growth velocity. Above a corrugation its extra vertical velocity at the interface is U cos kx, with U = −δsε. For slow viscous flow that slips freely along the interface, so that no shear stress acts there,

 u_y = U(1 + ky)e^{−ky} cos kx, u_x = Uky e^{−ky} sin kx,
 p = 2ηkU e^{−ky} cos kx.

Here η is the viscosity. These fields satisfy ∇·u = 0 and ∇p = η∇²u. At y = 0 the shear stress and ∂u_y/∂y vanish, so the normal stress is −p = 2ηkδsh: an advancing crest is pulled outward.

Call the amplitude of this stress τ. The crystal's response follows from χ = −(τ/k²)(1 − ky)e^{ky} cos kx, which at y = 0 gives σ_yy = σ_xx = τ cos kx and no shear. Also σ_zz = 2ντ cos kx. If V_n is the activation volume for normal stress, the logarithm of the mobility changes by V_f τ cos kx/k_BT, with V_f = V(1 + 2ν) + V_n. The rough value V_n = −0.0116 nm³ gives V_f = −0.0069 nm³, so the pull slows the crest. Keeping this mobility effect alone,

 s = Ak − Bk² − cks, c = 2ηδv̄|V_f|/k_BT,
 s = (Ak − Bk²)/(1 + ck).

The marginal point is unchanged. Setting the derivative to zero gives

 (A − 2Bk)(1 + ck) − c(Ak − Bk²) = A − 2Bk − cBk² = 0.

Division by B gives ck² + 2k − k0 = 0, whose positive root is k* = [√(1 + ck0) − 1]/c. Therefore

 λ*/λ0 = 1 + √(1 + ck0). (13)

With δ = 0.018, the ratio is 2.06 at η = 10¹¹ Pa s, 2.5 at 10¹² Pa s and 4.8 at 10¹³ Pa s. It reaches 2.1 at 1.6 × 10¹¹ Pa s. These values are for a purely viscous layer. For an incompressible Maxwell layer of shear modulus G, c is replaced by c/(1 + sη/G). With G = 40 GPa this lowers the ratio at 10¹³ Pa s from 4.8 to 4.6 and leaves the other values unchanged in the digits shown. In this free-slip model, the factor two thus requires a sufficiently fluid layer. A layer that sticks to the crystal must instead move along the normal at the interface, so that u_x = δv̄h' there. This tangential velocity has the amplitude δv̄kε, against δsε for the vertical one kept above. At k* it is about 15 times larger, and it puts a shear traction on the crystal. Equation (13) does not cover that case. The traction replaces σ0 in (4) by σ0 − 2ηδv̄k, which through the mobility adds 4v̄²V_effηδk²/k_BT to the growth rate. With the parameters above, this cancels the damping Bk² at η ≈ 9 × 10¹⁰ Pa s. For a more viscous sticking layer this purely viscous model has no marginal wavelength, and the factor two loses its meaning. The model has a limit of its own. Amorphous material crosses the disturbed zone, of depth about 1/k, in a time 1/(kv̄). If that is not long compared with the relaxation time η/G, where G is the shear modulus of the layer, the layer responds partly elastically, and a cutoff can return at wavelengths of a few nanometres or less.

A cusp in the orientation dependence is a different failure. Let x now lie along [110], and suppose the velocity falls from (001) toward (111) as sin(α − |θ_s|)/sin α, where θ_s is the surface tilt and tan α = √2. To first order it is v̄(1 − |h'|/√2). For one cosine,

 |h'| = kε[2/π − (4/3π) cos 2kx + …].

There is no cos kx term, so at the first instant the cusp leaves the rate of that harmonic unchanged. It does drive cos 2kx with strength 0.30kεv̄, against 0.136kεv̄ for the stress term of the isotropic crystal. The profile changes shape at first order, modes no longer evolve independently, and (1) ceases to describe the interface. The later course is simple if the cusp acts alone. Then ∂h/∂t = −(v̄/√2)|h'|, so every sloping part moves sideways at speed v̄/√2, away from the troughs. The troughs widen until they meet at the crests, after a time λ/(√2 v̄). For λ = 21 nm this is about 150 s, less than a third of the 490 s that stress needs for one e-folding. For this ripple, at this stress and about exact (001), the cusp erases the corrugation. This is not a general rule. On a background slope larger than the slope of the ripple, |h'| is linear in the ripple, so the cusp only carries it sideways and (1) still sets its growth. At σ0 = −0.5 GPa, a 400 nm corrugation evolved under the cusp and (1) together is not erased, and its roughness has grown strongly after 3000 s.

**The model beside real silicon layers**

Silicon amorphized by ion implantation is regrown by annealing in roughly this temperature range, and 0.1 nm/s is a typical order of velocity near 820 K. The viscosity of the amorphous layer under these conditions is uncertain. If it were 10¹² or 10¹³ Pa s, (13) would move λ* from 21 nm to about 26 or 50 nm, with free slip and the other parameters held fixed (48 nm instead of 50 nm if the layer has the relaxation time η/G with G = 40 GPa). A bonded interface is more likely to stick than to slip, and at these viscosities the purely viscous sticking model, which has no marginal or fastest-growing wavelength, is outside its range: with G = 40 GPa, k*v̄η/G is 0.75 or 7.5. An incompressible Maxwell layer that sticks gives instead λ0 ≈ 1.5 nm and λ* ≈ 3 nm, only a few lattice spacings, where a continuum description is doubtful. Real regrowth is also slower on (111) than on (001), so the smooth orientation dependence assumed here is doubtful for silicon; in the cusp model a 21 nm ripple on exact (001) at −0.20 GPa flattens before stress can amplify it, though this need not hold at larger compression or on a tilted interface. Interface stress is neglected as well. An interface stress f presses on the crystal with fκ, which changes the mobility in proportion to k². With f equal to γ in size and the rough V_f above, this change is about 1.08 times the damping Bk². For f = −γ it adds to the damping and roughly doubles both wavelengths. For f = γ it slightly more than cancels the damping, and no marginal or fastest-growing wavelength remains. The ratio stays two only while the net damping is positive. The 21 nm is therefore a result of the idealized model, not a prediction of measured roughness. For positive A and B, the rule λ* = 2λ0 applies to shallow corrugations of a deep crystal, a growth law smooth in orientation and an amorphous layer that exerts negligible traction.

All numerical values are calculated from the stated model.
